# Counting bonds across a cube-plane antiphase boundary in L1_2 A3B: a numerical check

```python
"""Antiphase boundaries (APBs) in L1_2 A3B by explicit bond counting.

Result under test: on (001), the in-plane shift a/2[110] costs no energy
when only nearest-neighbour pairs interact. For pair shells n,
    gamma*a^2 = -sum_n w_n sum_d m*(-1)^(2*d_x/a),  d_z = m*a > 0,
where w_n = V_AA + V_BB - 2*V_AB and d is a neighbour vector.
Coordinates are integers in units of a/2; fcc sites have an even sum.
Occupation is the probability of finding B: 1 on B sites, 0 on A sites.
"""
from itertools import product
import numpy as np
from scipy.constants import e, k as boltzmann
from scipy.optimize import brentq, minimize_scalar

SHELLS = {n: [d for d in product(range(-4, 5), repeat=3)
              if sum(d) % 2 == 0 and sum(c*c for c in d) == 2*n]
          for n in range(1, 9)}
PAIR_EXCHANGE = np.array([1.0, -2.0, 1.0])  # changes in AA, AB, BB


def add(r, d, sign=1):
    return tuple(x + sign*y for x, y in zip(r, d))


def perfect(r):
    return float(all(c % 2 == 0 for c in r))


def pair_types(p, q):
    return np.array([(1-p)*(1-q), p*(1-q) + q*(1-p), p*q])


def crossing_bonds(cell, upper, shift, shell, occupation=perfect):
    before, after = np.zeros(3), np.zeros(3)
    for r in cell:
        if upper(r):
            continue
        for d in SHELLS[shell]:
            q = add(r, d)
            if upper(q):
                p = occupation(r)
                before += pair_types(p, occupation(q))
                after += pair_types(p, occupation(add(q, shift, -1)))
    return before, after


cube_cell = [(i, j, z) for z in range(-6, 7)
             for i, j in product(range(2), repeat=2) if (i+j+z) % 2 == 0]
octa_cell = [(2*m+u, -u+v, -v) for m in range(-6, 7)
             for u, v in product(range(2), repeat=2)]
cube_shift, octa_shift = (1, 1, 0), (1, -1, 0)


def cube_upper(r):
    return r[2] >= 1


def octa_upper(r):
    return sum(r) >= 2


# Count all crossing bonds and compare with the layer formula.
cube_coeff = {}
for shell, vectors in SHELLS.items():
    old, new = crossing_bonds(cube_cell, cube_upper, cube_shift, shell)
    counted = new - old
    predicted = -sum((d[2]//2)*(-1)**d[0] for d in vectors
                     if d[2] > 0 and d[2] % 2 == 0)
    assert np.allclose(counted, predicted*PAIR_EXCHANGE)
    old2, new2 = crossing_bonds(cube_cell, lambda r: r[2] >= 2,
                                cube_shift, shell)
    assert np.allclose(new2-old2, counted)
    cube_coeff[shell] = counted[0]
nn_before, nn_after = crossing_bonds(cube_cell, cube_upper, cube_shift, 1)
second_before, second_after = crossing_bonds(
    cube_cell, cube_upper, cube_shift, 2)
assert np.array_equal(nn_before, nn_after)

# Octahedral plane and out-of-plane shift: cases where the zero fails.
octa_coeff = {}
for shell, predicted in ((1, 1), (2, -3)):
    old, new = crossing_bonds(octa_cell, octa_upper, octa_shift, shell)
    assert np.allclose(new-old, predicted*PAIR_EXCHANGE)
    octa_coeff[shell] = (new-old)[0]
_, out_of_plane = crossing_bonds(cube_cell, cube_upper, (1, 0, 1), 1)
assert out_of_plane[2] > 0


def faulted(r, upper, shift):
    return perfect(add(r, shift, -1) if upper(r) else r)


# Each nearest-neighbour tetrahedron has one B at the cube-plane APB.
def tetrahedron_b_counts(cell, upper, shift):
    corners = [(0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
    return {sum(faulted(add(r, d, sign), upper, shift) for d in corners)
            for r in cell for sign in (-1, 1)}


cube_tetra = tetrahedron_b_counts(cube_cell, cube_upper, cube_shift)
octa_tetra = tetrahedron_b_counts(octa_cell, octa_upper, octa_shift)
assert cube_tetra == {1.0} and octa_tetra != {1.0}


# Central forces with unequal AA, AB and BB strengths.
def largest_force(shell):
    strengths = np.array([1.0, 1.7, -0.4])
    result = 0.0
    for r in cube_cell:
        p = faulted(r, cube_upper, cube_shift)
        force = np.zeros(3)
        for d in SHELLS[shell]:
            q = faulted(add(r, d), cube_upper, cube_shift)
            force += strengths @ pair_types(p, q) * np.array(d)
        result = max(result, np.linalg.norm(force))
    return result


force_nn, force_second = largest_force(1), largest_force(2)
assert force_nn < 1e-12 and force_second > 0.1


# D0_22 has an APB in every cube cell: two in this period of height 2a.
def d022(r):
    return perfect(add(r, cube_shift, -1) if (r[2]//2) % 2 else r)


d022_cell = [r for r in cube_cell if 0 <= r[2] < 4]


def bulk_pairs(field, shell):
    return sum((pair_types(field(r), field(add(r, d)))
                for r in d022_cell for d in SHELLS[shell]), np.zeros(3))/2


for shell in range(1, 8):
    difference = bulk_pairs(d022, shell) - bulk_pairs(perfect, shell)
    assert np.allclose(difference, 2*cube_coeff[shell]*PAIR_EXCHANGE)
d022_nn_change = (bulk_pairs(d022, 1) - bulk_pairs(perfect, 1))[0]

# Model parameters: energies in meV, lattice parameter in nm.
a_nm, w1, w2, w3 = 0.36, 100.0, -50.0, 5.0
temperature, stiffness_gpa, decay_power = 1000.0, 200.0, 6
a_m = a_nm*1e-9
to_mj = e/a_m**2  # meV per a^2 to mJ/m^2
gamma_nn = cube_coeff[1]*w1*to_mj
gamma_cube = (cube_coeff[1]*w1 + cube_coeff[2]*w2)*to_mj
gamma_octa = (octa_coeff[1]*w1 + octa_coeff[2]*w2)*to_mj/np.sqrt(3)
third_change = cube_coeff[3]*w3*to_mj


# Energy of distant antisites from direct changes of site occupation.
def flip_energy(site, shell, energies):
    p = perfect(site)
    return sum(energies @ (pair_types(1-p, perfect(add(site, d)))
                           - pair_types(p, perfect(add(site, d))))
               for d in SHELLS[shell])


trial_v = np.array([0.3, -0.2, 0.7])
trial_w = PAIR_EXCHANGE @ trial_v
for shell, factor in ((1, 4), (2, -6)):
    flip_sum = (flip_energy((0, 0, 0), shell, trial_v)
                + flip_energy((1, 1, 0), shell, trial_v))
    assert np.isclose(flip_sum, factor*trial_w)
exchange = 4*w1 - 6*w2
kt = boltzmann*temperature/e*1000


def equilibrium(x):
    return exchange - kt*np.log((1-x)*(1-x/3)/(x*x/3))


antisite_b = brentq(equilibrium, 1e-10, 0.5)
dilute_b = np.sqrt(3)*np.exp(-exchange/(2*kt))
assert abs(dilute_b/antisite_b-1) < 0.05  # omitted site blocking
order_factor = (1 - 4*antisite_b/3)**2


def disordered(r):
    return 1-antisite_b if perfect(r) else antisite_b/3


for shell in (1, 2, 3):
    old, new = crossing_bonds(cube_cell, cube_upper, cube_shift,
                              shell, disordered)
    assert np.allclose(new-old,
                       order_factor*cube_coeff[shell]*PAIR_EXCHANGE)
gamma_hot = order_factor*gamma_cube

# Normal relaxation; opening is measured as a fraction of a.
gamma_si = gamma_cube/1000
stiffness = stiffness_gpa*1e9


def relaxed_energy(opening):
    return (gamma_si*(1+opening)**(-decay_power)
            + stiffness*a_m*opening**2/2)


minimum = minimize_scalar(relaxed_energy, bounds=(-0.02, 0.05),
                          method="bounded", options={"xatol": 1e-10})
gain = (gamma_si-minimum.fun)*1000
gain_linear = (decay_power*gamma_si/a_m)**2*a_m/(2*stiffness)*1000
assert abs(gain_linear/gain-1) < 0.06  # omitted curvature of r^-6


def counts(values):
    return ", ".join(f"{value:.0f}" for value in values)


print("Bond counts per a^2 are listed as AA, AB, BB")
print("(001) nearest neighbours before:", counts(nn_before))
print("(001) nearest neighbours after:", counts(nn_after))
print("(001) second neighbours before:", counts(second_before))
print("(001) second neighbours after:", counts(second_after))
for shell, coefficient in cube_coeff.items():
    print(f"(001) coefficient of w_{shell}: {coefficient:.0f}")
for shell, coefficient in octa_coeff.items():
    print(f"(111) coefficient of w_{shell} per sqrt(3)a^2: "
          f"{coefficient:.0f}")
print(f"BB bonds per a^2 after a/2[101] on (001): {out_of_plane[2]:.0f}")
print("B atoms per tetrahedron at (001) APB:", counts(sorted(cube_tetra)))
print("B atoms per tetrahedron at (111) APB:", counts(sorted(octa_tetra)))
print(f"Largest nearest-neighbour test force: {force_nn:.1f} (arb. unit)")
print(f"Largest second-neighbour test force: {force_second:.1f} (arb. unit)")
print(f"D0_22 minus L1_2, coefficient of w_1: {d022_nn_change:.0f}")
print(f"Lattice parameter a: {a_nm:.2f} nm")
print(f"w_1: {w1:.0f} meV")
print(f"w_2: {w2:.0f} meV")
print(f"Trial w_3: {w3:.0f} meV")
print(f"Area a^2: {a_nm**2:.4f} nm^2")
print(f"(001) APB energy, w_1 only: {gamma_nn:.1f} mJ/m^2")
print(f"(001) APB energy, w_1 and w_2: {gamma_cube:.1f} mJ/m^2")
print(f"The same (001) energy: {-w2/1000/a_nm**2:.3f} eV/nm^2")
print(f"(111) APB energy, w_1 and w_2: {gamma_octa:.1f} mJ/m^2")
print(f"Ratio of (111) to (001) energy: {gamma_octa/gamma_cube:.2f}")
print(f"Change of (001) energy by w_3: {third_change:.1f} mJ/m^2")
print(f"(001) energy including w_3: {gamma_cube+third_change:.1f} mJ/m^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kt:.1f} meV")
print(f"Distant antisite exchange energy: {exchange:.0f} meV")
print(f"B sites occupied by A: {100*antisite_b:.2f} percent")
print(f"Dilute estimate of this fraction: {100*dilute_b:.2f} percent")
print(f"Disorder factor for APB energy: {order_factor:.3f}")
print(f"(001) energy with disorder: {gamma_hot:.1f} mJ/m^2")
print(f"Trial stiffness: {stiffness_gpa:.0f} GPa")
print(f"Trial distance-decay power: {decay_power}")
print(f"Normal opening: {minimum.x*a_nm*1000:.2f} pm")
print(f"Relaxation energy gain, minimized: {gain:.2f} mJ/m^2")
print(f"Relaxation energy gain, linear estimate: {gain_linear:.2f} mJ/m^2")
print("all good")
```

Printed output:

```
Bond counts per a^2 are listed as AA, AB, BB
(001) nearest neighbours before: 4, 4, 0
(001) nearest neighbours after: 4, 4, 0
(001) second neighbours before: 3, 0, 1
(001) second neighbours after: 2, 2, 0
(001) coefficient of w_1: 0
(001) coefficient of w_2: -1
(001) coefficient of w_3: 4
(001) coefficient of w_4: -4
(001) coefficient of w_5: 0
(001) coefficient of w_6: -4
(001) coefficient of w_7: 8
(001) coefficient of w_8: -2
(111) coefficient of w_1 per sqrt(3)a^2: 1
(111) coefficient of w_2 per sqrt(3)a^2: -3
BB bonds per a^2 after a/2[101] on (001): 2
B atoms per tetrahedron at (001) APB: 1
B atoms per tetrahedron at (111) APB: 0, 1, 2
Largest nearest-neighbour test force: 0.0 (arb. unit)
Largest second-neighbour test force: 4.2 (arb. unit)
D0_22 minus L1_2, coefficient of w_1: 0
Lattice parameter a: 0.36 nm
w_1: 100 meV
w_2: -50 meV
Trial w_3: 5 meV
Area a^2: 0.1296 nm^2
(001) APB energy, w_1 only: 0.0 mJ/m^2
(001) APB energy, w_1 and w_2: 61.8 mJ/m^2
The same (001) energy: 0.386 eV/nm^2
(111) APB energy, w_1 and w_2: 178.4 mJ/m^2
Ratio of (111) to (001) energy: 2.89
Change of (001) energy by w_3: 24.7 mJ/m^2
(001) energy including w_3: 86.5 mJ/m^2
Temperature: 1000 K
Thermal energy kT: 86.2 meV
Distant antisite exchange energy: 700 meV
B sites occupied by A: 2.92 percent
Dilute estimate of this fraction: 2.98 percent
Disorder factor for APB energy: 0.924
(001) energy with disorder: 57.1 mJ/m^2
Trial stiffness: 200 GPa
Trial distance-decay power: 6
Normal opening: 1.79 pm
Relaxation energy gain, minimized: 0.92 mJ/m^2
Relaxation energy gain, linear estimate: 0.96 mJ/m^2
all good
```
